# Piezoelectric charge as the curl of the strain gauge field in D3h monolayers

## Result and conventions

Take a uniform, insulating, time-reversal symmetric monolayer of point group D3h, with $x$ along the zigzag and $y$ along the armchair direction. To first order in strain and lowest order in gradients, its piezoelectric bound charge per area is

$$\rho=-\nabla\cdot\mathbf P=\frac{e_p}{g}\,(\partial_xA_y-\partial_yA_x). \tag{1}$$

Here $\mathbf P$ is the in-plane dipole moment per area at zero macroscopic field, $\mathbf A$ is the strain-induced gauge field at valley $K$, and $e_p$ and $g\neq0$ are constants defined by

$$\mathbf P=e_p(2\varepsilon_{xy},\ \varepsilon_{xx}-\varepsilon_{yy}),\qquad \mathbf A=g(\varepsilon_{xx}-\varepsilon_{yy},\ -2\varepsilon_{xy}). \tag{2}$$

The strain of a sheet with in-plane displacement $\mathbf u$ and height $h$ is $\varepsilon_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i+\partial_ih\,\partial_jh)$. The gauge field shifts the wave vector $\mathbf q$, measured from the valley, as $\mathbf q\to\mathbf q+\mathbf A$ at $K$ and $\mathbf q\to\mathbf q-\mathbf A$ at $K'$. The charge is the same whichever valley is considered, so the curl in (1) must be that of one named valley.

## Proof from symmetry

The horizontal mirror reverses $h$ but not $\mathbf P$, so no term linear in the curvature $\partial_i\partial_jh$ enters $\mathbf P$. Strain remains. Write

$$S=\varepsilon_{xx}-\varepsilon_{yy}+2i\varepsilon_{xy},\qquad \mathcal P=P_x+iP_y,\qquad \mathcal A=A_x+iA_y .$$

Under a rotation by $\varphi$, $S$ gains the factor $e^{2i\varphi}$, $\mathcal P$ gains $e^{i\varphi}$, and the trace of the strain is unchanged. For $\varphi=2\pi/3$ we have $e^{i\varphi}=e^{-2i\varphi}$, which is the factor gained by $S^*$. Neither $S$ nor the trace has this factor. The general linear law is therefore $\mathcal P=cS^*$ with complex $c$.

The vertical mirror $x\to-x$ sends $\mathcal P\to-\mathcal P^*$ and $S\to S^*$. The law must hold for the reflected quantities:

$$-(cS^*)^*=c\,(S^*)^*\ \Rightarrow\ -c^*S=cS\ \Rightarrow\ c=ie_p,\quad e_p\ \text{real}. \tag{3}$$

Separating $\mathcal P=ie_pS^*$ into real and imaginary parts gives the first law in (2).

The threefold rotation takes $K$ to an equivalent point, so likewise $\mathcal A=c'S^*$. The vertical mirror exchanges $K$ and $K'$, and so does time reversal. Their product keeps $K$ and sends $(q_x,q_y)$ to $(q_x,-q_y)$. Hence $\mathcal A\to\mathcal A^*$ while $S\to S^*$, and

$$(c'S^*)^*=c'(S^*)^*\ \Rightarrow\ c'^*=c'\equiv g . \tag{4}$$

This is the second law in (2). Eliminating $S^*$ gives

$$\mathcal P=i\frac{e_p}{g}\mathcal A,\qquad \mathbf P=\frac{e_p}{g}\,\hat{\mathbf z}\times\mathbf A=\frac{e_p}{g}(-A_y,A_x). \tag{5}$$

The polarization is the gauge field turned by a right angle and rescaled. With $e_p/g$ uniform,

$$-\nabla\cdot\mathbf P=-\frac{e_p}{g}(-\partial_xA_y+\partial_yA_x)=\frac{e_p}{g}(\partial_xA_y-\partial_yA_x),$$

which proves (1).

Without the vertical mirror, $c$ and $c'$ are independent complex numbers. Their phases need not differ by a right angle, and the charge then generally contains $\nabla\cdot\mathbf A$ as well. If $C=e_p/g$ varies in space, the extra charge is $-\nabla C\cdot(\hat{\mathbf z}\times\mathbf A)$; at an edge it becomes a line charge $\mathbf P\cdot\mathbf n$, with $\mathbf n$ the outward normal. Mobile carriers add a screening charge that (1) does not contain. If the two sublattices shift relative to each other in response to the local strain, that shift is itself fixed by the strain. The total response still obeys (3) and (4), with changed $e_p$ and $g$.

Two matters of frame remain. The field in (2) refers to wave vectors $\mathbf k$ of the material coordinates. A laboratory wave vector $\mathbf p$ satisfies $k_i=p_i+p_j\partial_iu_j$ to first order, so near $K$ the laboratory gauge field contains the additional term $\partial_i(\mathbf K\cdot\mathbf u)$. It is a gradient and has no curl. Second, the formal polarization $\mathbf P^0$ of the unstrained crystal may be a nonzero constant, depending on the choice of cell. Deformation carries it along and changes it by $P^0_j\partial_ju_i-P^0_i\partial_ju_j$. The divergence of this change is

$$P^0_j\partial_i\partial_ju_i-P^0_i\partial_i\partial_ju_j=0,$$

as renaming the indices in the second term shows. It produces no bulk charge.

## The gauge field of a gapped honeycomb lattice

Symmetry leaves the ratio $e_p/g$ open. A two-band model supplies it. Let sublattices A and B have energies $+\Delta$ and $-\Delta$, let the lower band be filled with spin factor $g_s=2$, and let an A atom have B neighbours at

$$\boldsymbol\delta_1=d(0,1),\quad \boldsymbol\delta_{2,3}=d(\pm\tfrac{\sqrt3}{2},-\tfrac12).$$

The hopping energy is $-t_j$ with $t_j=t\,e^{-\beta(d_j/d-1)}$ for a bond of length $d_j$. The off-diagonal element is $H_{AB}=-\sum_jt_je^{i\mathbf k\cdot\boldsymbol\delta_j}$. At $\mathbf K=(4\pi/(3\sqrt3d),0)$ the three phase factors are $1,\omega,\omega^*$, with $\omega=e^{2\pi i/3}$. Since $1+\omega+\omega^*=0$, the first nonzero term without strain is linear in $\mathbf q$:

$$H_{AB}=-itd\left[q_y+\omega\left(\tfrac{\sqrt3}{2}q_x-\tfrac12q_y\right)+\omega^*\left(-\tfrac{\sqrt3}{2}q_x-\tfrac12q_y\right)\right].$$

With $\omega+\omega^*=-1$ and $\omega-\omega^*=i\sqrt3$, the bracket equals $\tfrac32(q_y+iq_x)$. Therefore

$$H_{AB}=v(q_x-iq_y),\qquad v=\tfrac32td, \tag{6}$$

where $v$ is an energy times a length. Strain changes a bond by $\delta d_j/d=\boldsymbol\delta_j\cdot\varepsilon\cdot\boldsymbol\delta_j/d^2$, and so changes $-t_j$ by $+\beta t\,\delta d_j/d$. The relative bond changes are $\varepsilon_{yy}$ for $j=1$ and $\tfrac34\varepsilon_{xx}+\tfrac14\varepsilon_{yy}\mp\tfrac{\sqrt3}{2}\varepsilon_{xy}$ for $j=2,3$. Hence

$$\begin{aligned}\delta H_{AB}&=\beta t\left[\varepsilon_{yy}-\left(\tfrac34\varepsilon_{xx}+\tfrac14\varepsilon_{yy}\right)-\tfrac{\sqrt3}{2}\varepsilon_{xy}(i\sqrt3)\right]\\&=-\tfrac34\beta t\left[(\varepsilon_{xx}-\varepsilon_{yy})+2i\varepsilon_{xy}\right].\end{aligned}$$

Setting this equal to $v(A_x-iA_y)$ and using $v=3td/2$ gives the second law in (2) with

$$g=-\frac{\beta}{2d}. \tag{7}$$

The displacement of the band touching point of the strained lattice at $\Delta=0$, found numerically, gives $-1.5000/d$ for $\beta=3$, in agreement with (7).

## The polarization constant

Let a parameter $\lambda$ of the Hamiltonian change slowly in time. The filled state $|v\rangle$ acquires an admixture of the empty state $|c\rangle$ with amplitude $i\hbar\dot\lambda\langle c|\partial_\lambda v\rangle/(E_c-E_v)$, from the time-dependent Schrödinger equation at first order in $\dot\lambda$. The velocity operator is $\partial_iH/\hbar$, with $\partial_i=\partial/\partial k_i$. Differentiating $H|v\rangle=E_v|v\rangle$ gives $\langle v|\partial_iH|c\rangle=(E_v-E_c)\langle\partial_iv|c\rangle$. The energy denominators cancel, and the velocity caused by the admixture is

$$2\,\mathrm{Re}\left[-i\dot\lambda\langle\partial_iv|c\rangle\langle c|\partial_\lambda v\rangle\right]=2\dot\lambda\,\mathrm{Im}\langle\partial_iv|\partial_\lambda v\rangle .$$

Replacing $|c\rangle\langle c|$ by unity is allowed because the added term $\langle\partial_iv|v\rangle\langle v|\partial_\lambda v\rangle$ is a product of two imaginary numbers, hence real. The ordinary group velocity integrates to zero over the filled band. Electrons carry charge $-e$, and the current density is $\dot{\mathbf P}$, so

$$\frac{\partial P_i}{\partial\lambda}=-eg_s\int\frac{d^2k}{(2\pi)^2}\,\Omega_{\lambda i},\qquad \Omega_{\lambda i}=-2\,\mathrm{Im}\langle\partial_\lambda v|\partial_iv\rangle. \tag{8}$$

For $|\Delta|\ll t$ the integral is dominated by the valleys. Near $K$, $H=v\,\boldsymbol\sigma\cdot(\mathbf q+\mathbf A)+\Delta\sigma_z$, so a derivative with respect to $A_j$ equals one with respect to $q_j$. Let $E=\sqrt{v^2q^2+\Delta^2}$; the bands lie $2E$ apart. Using the matrix elements of $\partial_jH=v\sigma_j$,

$$\Omega_{xy}=-\frac{2v^2}{4E^2}\,\mathrm{Im}\langle v|\sigma_x\sigma_y|v\rangle=-\frac{v^2}{2E^2}\langle v|\sigma_z|v\rangle=\frac{v^2\Delta}{2E^3}, \tag{9}$$

because $\sigma_x\sigma_y=i\sigma_z$ and $\langle\sigma_z\rangle=-\Delta/E$ in the lower band. Its flux through one valley is

$$\int d^2q\,\Omega_{xy}=\pi\Delta\int_0^\infty\frac{v^2q\,dq}{(v^2q^2+\Delta^2)^{3/2}}=\pi\,\mathrm{sgn}\,\Delta . \tag{10}$$

In (8), $\lambda=A_y$, $i=x$ involves $\Omega_{yx}=-\Omega_{xy}$, while $\lambda=A_x$, $i=y$ involves $\Omega_{xy}$. One valley thus contributes $(eg_s\,\mathrm{sgn}\Delta/4\pi)(A_y,-A_x)$. At $K'$ both the flux and the gauge field change sign, so the two contributions are equal. Their sum, compared with (5), gives

$$\frac{e_p}{g}\to-\frac{g_se}{2\pi}\,\mathrm{sgn}\,\Delta,\qquad e_p\to\frac{g_se\beta}{4\pi d}\,\mathrm{sgn}\,\Delta\qquad(|\Delta|\ll t). \tag{11}$$

The magnitude of the gap has dropped out. Its sign records which sublattice holds the electrons.

At finite gap, polarization from discrete Berry phases over the whole zone gives 0.942, 0.975 and 0.989 of the ratio in (11) for $\Delta/t=0.20$, $0.10$ and $0.05$. These values extrapolate to 1.000. The shortfall is close to $0.205\,\Delta/t+0.46\,(\Delta/t)^2$. The tail of (10) shows why it starts linearly: cutting the integral at $q=\Lambda$ removes the fraction $|\Delta|/\sqrt{v^2\Lambda^2+\Delta^2}$. A cut cone does not give the size, however. It has no quadratic term, and the coefficient 0.205 would need $v\Lambda\approx4.9t$, above the largest $|H_{AB}|=3t$. The lattice bands depart from the cone well inside the zone, and this changes the integral at the same order.

The opposite limit, $\Delta\gg t$, has a simple picture. An electron centred on B has weight $(t_j/2\Delta)^2$ on the A neighbour at $-\boldsymbol\delta_j$, so its centre is displaced by $-\sum_j\boldsymbol\delta_jt_j^2/(4\Delta^2)$. Under $\varepsilon_{yy}$, $t_1^2$ changes by $-2\beta t^2\varepsilon_{yy}$ and $t_{2,3}^2$ by $-\tfrac12\beta t^2\varepsilon_{yy}$. The centre moves along $y$ by

$$-\frac{d}{4\Delta^2}\left(-2+\tfrac12\right)\beta t^2\varepsilon_{yy}=\frac{3\beta t^2d}{8\Delta^2}\,\varepsilon_{yy}.$$

Multiplying by $-eg_s$, dividing by the cell area $3\sqrt3d^2/2$, and comparing with $P_y=-e_p\varepsilon_{yy}$ yields

$$e_p\to\frac{g_se\beta t^2}{4\sqrt3\,\Delta^2d}\qquad(\Delta\gg t). \tag{12}$$

The response fades as the electrons become confined to one sublattice. The form of (1) is the same in both limits; its coefficient is not.

## A strain wave as an independent test

For $\mathbf u=\mathbf Ue^{i\mathbf Q\cdot\mathbf r}$ on a flat sheet, $\varepsilon_{ij}=\tfrac i2(Q_iU_j+Q_jU_i)$. Equations (1) and (2) give

$$\begin{aligned}\rho&=e_p\left[-2iQ_x\varepsilon_{xy}-iQ_y(\varepsilon_{xx}-\varepsilon_{yy})\right]\\&=e_p\left[Q_x(Q_xU_y+Q_yU_x)+Q_y(Q_xU_x-Q_yU_y)\right]\\&=e_p|\mathbf U|Q^2\sin(2\theta_Q+\theta_U),\end{aligned} \tag{13}$$

where $\theta_Q$ and $\theta_U$ are the directions of $\mathbf Q$ and of a real $\mathbf U$. A longitudinal wave along armchair is charged; one along zigzag is neutral at this order.

The charge can also be found from the first-order density response of the lattice to the modulated hoppings, without using polarization or a gauge field. At $\Delta/t=0.818$ and $Qd=0.01$, with $(\theta_Q,\theta_U)=(90°,90°)$, $(0°,90°)$, $(0°,0°)$ and $(25°,70°)$, this response is $-0.3102$, $0.3102$, $0$ and $0.2687$ in units of $|\mathbf U|Q^2e/d$. Equation (13), with $e_p=0.3102\,e/d$ from Berry phases, gives the same four values.

## Example: a sheet on a smooth bump

Choose a lattice constant of 0.32 nm, $t=1.1$ eV, $\Delta=0.9$ eV and $\beta=3$. Then $d=0.185$ nm, $v=0.305$ eV nm, $g=-8.12\ \mathrm{nm^{-1}}$ and $e_p=1.68\ e/\mathrm{nm}=269$ pC/m. This is 0.65 of the 414 pC/m given by the small-gap formula (11), so the gap is too large for that formula. The ratio in (1) is $e_p/g=-0.207\,e$.

The sheet adheres without sliding, $\mathbf u=0$, to the bump $h=h_0e^{-r^2/2s^2}$ with $h_0=5$ nm and $s=20$ nm. The strain is purely radial, of size

$$f=\tfrac12(h')^2=\frac{h_0^2r^2}{2s^4}e^{-r^2/s^2}.$$

Thus $S=fe^{2i\theta}$ and $\mathcal A=gfe^{-2i\theta}$. Since $(\partial_x-i\partial_y)\mathcal A=\nabla\cdot\mathbf A+i(\partial_xA_y-\partial_yA_x)$ and $\partial_x-i\partial_y=e^{-i\theta}(\partial_r-\tfrac ir\partial_\theta)$,

$$(\partial_x-i\partial_y)\mathcal A=g\,e^{-3i\theta}\left(f'-\frac{2f}{r}\right)=-g\,e^{-3i\theta}\,\frac{2rf}{s^2}.$$

The last step uses $f'=f(2/r-2r/s^2)$. Taking the imaginary part and inserting it in (1) gives

$$\rho=e_p\frac{h_0^2r^3}{s^6}e^{-r^2/s^2}\sin3\theta . \tag{14}$$

An axisymmetric bump carries six lobes of alternating sign, oriented by the crystal axes. Setting $d(r^3e^{-r^2/s^2})/dr=0$ places the maximum at $r=s\sqrt{3/2}=24.5$ nm, where

$$\rho_{\max}=1.68\times\frac{25}{8000}\times1.5^{3/2}e^{-3/2}\ \frac{e}{\mathrm{nm^2}}=2.15\times10^{-3}\ \frac{e}{\mathrm{nm^2}}.$$

This is $2.2\times10^{11}\ e/\mathrm{cm^2}$, or $0.034\ \mu\mathrm{C/cm^2}$. Division by $0.207\,e$ gives $|\nabla\times\mathbf A|=0.0104\ \mathrm{nm^{-2}}$; multiplied by $\hbar/e$, this is a pseudomagnetic field of 6.8 T. With $\int_0^{\pi/3}\sin3\theta\,d\theta=\tfrac23$ and $\int_0^\infty r^4e^{-r^2/s^2}dr=\tfrac38\sqrt\pi s^5$, one lobe holds

$$\frac{\sqrt\pi\,e_ph_0^2}{4s}=\frac{1.772\times1.68\times25}{80}\,e=0.93\,e .$$

The potential follows from balancing the source with the dielectric response of the sheet:

$$\phi(Q)=\frac{\rho(Q)}{2\varepsilon_0Q(\kappa+r_0Q)} .$$

Here $\kappa=2.5$ is the mean dielectric constant of the surroundings and $2\varepsilon_0r_0$, with $r_0=4$ nm, is the sheet polarizability. This $r_0$ is an assumed value of the size found in dichalcogenide monolayers. The two-band model by itself gives only about 0.8 nm, and with $r_0=1$ nm the largest potential below would be 52 mV. The largest potential is 45 mV and the largest in-plane field 0.054 MV/cm. The total swing of 90 mV changes electron energies by 90 meV, far below the gap of 1.8 eV, so the bump by itself opens no interband tunnelling path.

## Beside real monolayers

The parameters lie in the rough regime of semiconducting group-6 dichalcogenide monolayers, whose piezoelectric constants are roughly a few hundred pC/m. The two-band model omits ionic relaxation and the other bands, so its 269 pC/m is not a prediction for a compound. The charge depends strongly on the assumed adhesion. If the sheet keeps the same height profile but slides freely to elastic equilibrium, with Poisson ratio 0.25, the peak charge falls to 0.35 of its value. Residual carriers matter too: at 300 K, $10^{11}\ \mathrm{cm^{-2}}$ of them reduce the largest potential of the adhering sheet from 45 to 24 mV in linear screening. That is an estimate, because 24 meV is close to $k_BT=26$ meV and the bound charge exceeds the carrier density. With the full Boltzmann factor for electrons, the lobes that attract them reach $+20$ mV and the depleted lobes $-30$ mV. Intrinsic carriers, about $10^{-2}\ \mathrm{cm^{-2}}$, are negligible.

The approximations behind (1) cost less. At a relative elongation of 1.15 %, about the largest on the bump, the polarization in material coordinates (undeformed lengths and area) departs from linearity by $0.6$ % for stretching along $x$ and $-2.6$ % along $y$. For a longitudinal wave along armchair with $Q=3/s$, the finite wavelength changes the charge by less than 0.1 %. A deformation potential that moves both bands by $V=D(\varepsilon_{xx}+\varepsilon_{yy})$ polarizes the sheet and adds a charge $-(2\varepsilon_0r_0/e)\nabla^2V$. For $D=3$ eV its largest magnitude is 0.19 of $\rho_{\max}$. The energy $V$ itself is not small: it reaches 34 meV, or 31 meV after screening by the sheet, against 45 meV from the piezoelectric charge. Carriers feel both, with a combined swing of about 97 meV, still far below the gap. On the adhering bump this term is axisymmetric and leaves the $\sin3\theta$ harmonic of (14) unchanged, so that harmonic isolates the piezoelectric charge from it. A support breaks the horizontal mirror, however, and so permits a polarization linear in the curvature. Its charge can have the same $\sin3\theta$ form and is neglected here. The numerical output lists the values used here.

## Table of computed values

```
Allowed constants, D3h: P 1  A 1
Allowed constants without vertical mirror: 2
Gauge coupling g, from touching point: -1.5000 /d
Gauge coupling g, formula -beta/(2d): -1.5000 /d
Delta/t=0.20: (e_p/g)/(small-gap value) = 0.9419
Delta/t=0.10: (e_p/g)/(small-gap value) = 0.9751
Delta/t=0.05: (e_p/g)/(small-gap value) = 0.9886
Same ratio extrapolated to zero gap: 1.0001
Strain waves, |Q|d=0.01: charge/(|U| Q^2) in e/d, response vs curl law
  Q at 90 deg, U at 90 deg: -0.31021 vs -0.31021
  Q at 0 deg, U at 90 deg: 0.31021 vs 0.31021
  Q at 0 deg, U at 0 deg: -0.00000 vs 0.00000
  Q at 25 deg, U at 70 deg: 0.26865 vs 0.26865
Inputs: a=0.32 nm, t=1.1 eV, Delta=0.9 eV, beta=3.0
Bond d: 0.1848 nm; hbar*v: 0.3048 eV nm
Delta/t: 0.8182; e_p: 0.31021 e/d
e_p: 1.6791 e/nm = 269.0 pC/m
e_p from small-gap formula: 414.1 pC/m
e_p over small-gap formula: 0.6497
g: -8.119 1/nm; e_p/g: -0.20681 e
Bump: height 5.0 nm, width s 20.0 nm
Largest strain: 1.150 %
Radius of largest charge: 24.49 nm
Largest |curl A|: 0.01040 1/nm^2 = 6.85 T
Largest charge density: 2.151e+11 e/cm^2 = 0.0345 uC/cm^2
Charge of one lobe: formula 0.9300 e, grid 0.9297 e
Environment constant 2.5; sheet screening length 4.0 nm
Largest potential: 44.99 mV
Largest in-plane field: 0.0543 MV/cm
Sliding sheet, Poisson ratio 0.25: peak charge x 0.354
Nonlinear change of P at largest strain: xx 0.57 %, yy -2.61 %
Finite-wavelength change at Q=3/s: -0.031 %
Gradient charge, deformation potential 3.0 eV: 0.193 of peak
Temperature 300 K; kT: 25.85 meV
Residual carriers 1.0e+11 cm^-2: largest potential 24.12 mV
Intrinsic carriers: 1.21e-02 cm^-2
Gap: 1.80 eV; tunnelling exponent: 1537
```
